Why graphene's K-point shift under strain adds no pseudomagnetic field

When a graphene sheet is deformed, its Dirac points move in laboratory momentum space. The part of this motion that comes from the displacement of the atoms acts on electrons as a vector potential that is a pure gradient, even when the strain varies from place to place. It produces no pseudomagnetic field. In the nearest-neighbour model used here, the field comes entirely from the changed hopping amplitudes.

**The belief and its appeal**

The contrary belief runs as follows. Strain ε deforms the reciprocal lattice, so the corner K of the Brillouin zone moves by −εK. A displacement of the Dirac point enters the Dirac equation as a vector potential. If ε varies in space, so does this potential, and its curl should be a field.

Two parts of this are sound: the K point does move in the laboratory frame, and a moved Dirac point does enter as a vector potential. The fault lies in the expression −εK. It omits the local rotation of the lattice, and a rotated crystal has a rotated K point even when its strain is zero.

**The shift as a change of phase**

Let an atom at x in the undeformed sheet move to r = x + u(x), with u single-valued. The amplitude ψ_i on atom i can be divided into a fast phase and a slow envelope in two ways:

ψ_i = e^{iK·x_i} Φ_i = e^{iK·r_i} G_i

Hence

G_i = e^{−iK·u_i} Φ_i

The tight-binding equation Eψ_i = −Σ_j t_ij ψ_j gives

E Φ_i = −Σ_j t_ij e^{iK·(x_j−x_i)} Φ_j

E G_i = −Σ_j t_ij e^{iK·(r_j−r_i)} G_j

The second equation has the extra bond phases K·(u_j − u_i). Around any closed loop of atoms these add to zero, because each u_i enters once with each sign. There is no flux, and the energies are the same in both descriptions. This argument needs neither small strain nor a continuum limit.

**Where the laboratory Dirac point lies**

Take the x axis along the zigzag direction, with bond length a0 and bonds from sublattice A to sublattice B

δ₁ = a0(√3/2, 1/2), δ₂ = a0(−√3/2, 1/2), δ₃ = a0(0, −1)

and K = (4π/(3√3 a0), 0). Let the strain vary slowly on the scale of a0, so that each neighbourhood has a deformation matrix F_ij = ∂r_i/∂x_j = δ_ij + ∂_j u_i. The local Dirac point k_D is where the bond sum vanishes:

Σ_n t_n exp(i k_D·Fδ_n) = 0

Since k_D·Fδ_n = (Fᵀk_D)·δ_n, the vector Fᵀk_D is the zero of the same sum written with undeformed bonds. Call that zero K + q, where q vanishes if the hoppings do not change. Then

k_D = F^{−T}(K + q)

To first order F^{−T} is the unit matrix minus the transposed displacement gradient, so

k_D,j = K_j − K_i ∂_j u_i + q_j

with summation over i. Because K is constant, the middle term is −∂_j(K·u), a gradient.

The same holds at finite deformation. With dr = F dx,

k_D·dr = [F^{−T}(K + q)]·(F dx) = (K + q)·dx

Integrate around a closed loop. The K term gives K·∮dx = 0. Stokes' theorem applied to the rest, with area elements related by d²r = det F d²x, gives

curl_r k_D = curl_x q / det F

where curl means its z component.

**The part that does make a field**

Let t(d) = t0 exp[−β(d/a0 − 1)]. To first order t_n = t0(1 − βη_n), where η_n is the relative bond extension:

η₁,₂ = (3/4)ε_xx + (1/4)ε_yy ± (√3/2)ε_xy, η₃ = ε_yy

The phases K·δ_n are 2π/3, −2π/3 and 0. Write ω = e^{2πi/3}, so that ω + ω* = −1 and ω − ω* = i√3. For a small wavevector s measured from K, the unstrained sum is

−t0 Σ e^{iK·δ_n} i s·δ_n = −i t0 (3a0/2)(i s_x − s_y) = ħv(s_x + i s_y), ħv = 3t0a0/2

The changed hoppings add

t0β(ωη₁ + ω*η₂ + η₃)
= t0β[−(η₁ + η₂)/2 + η₃ + i(√3/2)(η₁ − η₂)]
= t0β[−(3/4)(ε_xx − ε_yy) + (3i/2)ε_xy]

The total vanishes at s = q, which gives

q = (β/2a0)(ε_xx − ε_yy, −2ε_xy)

The bond sum carries a B amplitude to an A site. With amplitudes ordered (B, A), the upper right matrix element is therefore its complex conjugate, and

H = ħv σ·(−i∇ − q)

For charge −e in Gaussian units, comparison with v σ·(p + eA/c) gives A = −(ħc/e)q. In laboratory coordinates A = (ħc/e)[∇(K·u) − q] to first order, and the gradient drops out of

B = −(ħc/e) curl q

At the opposite valley, complex conjugation of the bond sum with real hoppings puts the Dirac point at −k_D, so B changes sign.

**What the mistaken rule computes**

Split the strain term into its two halves:

(εK)_j = ½K_i ∂_j u_i + ½K_i ∂_i u_j

The first half is a gradient. The second has the curl ½(K·∇)(∂_x u_y − ∂_y u_x), so

curl(εK) = (K·∇)θ, θ = ½(∂_x u_y − ∂_y u_x)

where θ is the local rotation angle. The supposed field is proportional to the gradient, along K, of the rotation that was left out.

**A bent ribbon**

Bend a ribbon in its own plane to radius R, with Poisson ratio ν. Near its centre

u_x = xy/R, u_y = −x²/(2R) − νy²/(2R)

so ε_xx = y/R, ε_yy = −νy/R, ε_xy = 0 and θ = −x/R. Therefore q = (κy, 0), with

κ = β(1 + ν)/(2a0R), curl q = −κ, B = (ħc/e)κ

Take a0 = 0.142 nm, t0 = 2.7 eV, β = 3, ν = 0.17, R = 500 nm and width W = 60 nm. Then

κ = 3 × 1.17/(2 × 0.142 × 500) = 0.0247 nm⁻²

With ħc/e = 658 T nm², B = 16.3 T. The mistaken rule adds −(K·∇)θ = K/R = 17.03/500 = 0.0341 nm⁻² to the curl. The total becomes +0.0093 instead of −0.0247 nm⁻², and the field −6.2 T: wrong in size and in sign.

The energy levels distinguish the two. Let π = −i∇ − q. Then [π_x, π_y] = i curl q = −iκ, and

H² = (ħv)²(π² + iσ_z[π_x, π_y]) = (ħv)²(π² + κσ_z)

Since π² has the oscillator eigenvalues (2m + 1)κ, the levels are E_n = ±ħv√(2nκ). With ħv = 0.575 eV nm, E₁ = 127.9 meV.

This was compared with a diagonalization of the ribbon, its atoms placed on the true annulus and its hoppings taken from the actual distances. At wavenumber K along the ribbon, the first positive level concentrated in the middle lies at 127.8 meV, and E₂/E₁ = 1.414. When the mistaken phases are inserted, with hoppings, radius and width held fixed, the level falls to 75.8 meV; the formula with the mistaken field gives 78.6 meV. This weaker field has longer orbits, so the ribbon value still depends on the width (about 1 meV lower for W = 85 nm). The remaining difference from the formula is of higher order in the strain and shrinks to about 1% at R = 2000 nm.

The Dirac point nevertheless moves a long way. At x = 40 nm, y = 20 nm, a root search with hoppings held constant (β = 0) gives a laboratory shift of (−0.705, −1.309) nm⁻¹. Its numerical curl is 6 × 10⁻¹⁰ nm⁻², zero within differencing error. With β = 3 the shift is (−0.194, −1.350) nm⁻¹ and the curl −0.0279 nm⁻². That is 13% larger in magnitude than κ, which is a first-order result, while the local strain is 4%.

The size of the error depends on the deformation. For u = (0.4 sin(y/7 + x/11), 0.3 cos(x/8 − y/13)), all lengths in nm, the full curl at (5, 9) nm is 0.144 nm⁻² and the spurious one only −0.004 nm⁻², because the rotation varies slowly along K at that point. The K part again has no curl within differencing error.

**How far a real ribbon departs from the model**

The material parameters are rough typical values for graphene. The edge strain W/(2R) = 6% is well below a rough fracture strain of 20%, but far above the strains, roughly below 1%, usual in supported sheets. Four omissions matter.

First, the two sublattices can shift relative to each other. A shift of B by

w = −ζa0(ε_xy, (ε_xx − ε_yy)/2)

removes a fraction ζ of the traceless part of each η_n, so q becomes (1 − ζ)q. It also multiplies all three bond terms by one common phase, which does not move the zero. For a rough ζ = 0.4 the field drops to 9.8 T and the ribbon level to 99 meV.

Second, dilation creates a scalar potential g(ε_xx + ε_yy) = g(1 − ν)y/R. Let b = g(1 − ν)/(Rħvκ) and e = E/ħv. At wavenumber K,

(p_yσ_y − κyσ_x)ψ = (e − bκy)ψ, p_y = −i∂_y

Put ψ = e^{ησ_x/2}χ with tanh η = b, and multiply from the left by e^{ησ_x/2}. This leaves σ_y unchanged, since σ_y anticommutes with σ_x. With γ = cosh η = (1 − b²)^{−1/2}, the terms in y without a matrix cancel, leaving

[p_yσ_y − σ_x(κy/γ + eγb)]χ = eγχ

This is the earlier problem with κ/γ in place of κ and a displaced centre. Hence eγ = ±√(2nκ/γ), or

E_n = ±(1 − b²)^{3/4} ħv√(2nκ)

For a rough unscreened g = 3 eV, b = 0.35 and the spacing E₁ − E₀ at wavenumber K is 116 meV; the ribbon gives 117 meV. The two corrections reinforce each other: with ζ = 0.4, b rises to 0.35/0.6 = 0.58, and the formula gives about 72 meV. These levels exist only for |b| < 1, which here means g below 8.6 eV, or below 5.1 eV with ζ = 0.4. The value of g is uncertain: values quoted for graphene range from about 3 eV to 20–30 eV, and at the upper end b exceeds 1 and the levels would not form in this geometry. The spacing is not a gap of the whole ribbon. Even for g = 0, states at the edges fill the energies between E₀ and E₁, and E₁ varies by a few meV across the width. At other wavenumbers the states are centred at other heights y₀, where the scalar potential shifts them by about g(1 − ν)y₀/R. For g = 3 eV this is about ±80 meV at y₀ = ±16 nm, enough to make the levels from opposite sides overlap in energy. The thermal energy at 300 K is 26 meV. Disorder broadening is not included.

Third, the compressed half tends to buckle. For a ripple of wavenumber Q and height h in a uniformly compressed sheet, the bending cost DQ⁴h²/4 equals the compressive gain YεQ²h²/4 at ε = DQ²/Y. With Q = 2π/W and rough stiffnesses D = 1.5 eV and Y = 2100 eV/nm², this is about 8 × 10⁻⁴ %, far below 6%. The ribbon must be held flat or prestretched. To first order a uniform prestretch adds a constant to q and no field. Removing the compression, however, takes about 6%, which brings the outer edge near 12% and lies beyond first order: in this model the field at the centre then rises by about a quarter, to roughly 21 T.

Fourth, the sheet may contain dislocations. Then u changes by a Burgers vector b on a circuit around the core, and the K term of k_D acquires the circulation −K·b. Since K·(δ₁ − δ₂) = 4π/3 and K·(δ₁ − δ₃) = 2π/3, this is a multiple of 2π/3 for every lattice vector. Unless it is a multiple of 2π, no single-valued phase removes it. It acts as a flux confined to the core; outside, the K term still has zero curl. The numerical output follows.

Calculated quantities

```
bond length a0: 0.142 nm
hopping t0: 2.7 eV
hopping decay beta: 3.0
Poisson ratio nu: 0.17
bending radius R: 500.0 nm
ribbon width W: 60.07 nm
K: 17.031 1/nm
hbar v: 0.5751 eV nm
remainder ratio on halving strain: 4.000
sample material point x, y: 40, 20 nm
lab Dirac shift there, x and y: -0.194, -1.350 1/nm
same, first-order formula: -0.187, -1.362 1/nm
same, beta = 0 (K part only): -0.705, -1.309 1/nm
lab curl there, beta = 0: 5.7e-10 1/nm^2
lab curl there, full: -0.02785 1/nm^2
lab curl at centre, full: -0.02472 1/nm^2
kappa formula: 0.02472 1/nm^2
hbar c/e as flux: 658.21 T nm^2
pseudofield B at K: 16.27 T
magnetic length: 6.36 nm
spurious curl, bending: 0.03406 1/nm^2
spurious field alone: -22.42 T
mistaken total field: -6.15 T
wavy sheet: lab curl, beta = 0: 4.6e-07 1/nm^2
wavy sheet: lab curl, full: 0.14415 1/nm^2
wavy sheet: spurious curl: -0.00378 1/nm^2
E1 formula: 127.87 meV
E1 ribbon: 127.84 meV
E2 ribbon: 180.76 meV
E2/E1 ribbon: 1.4139
E1 mistaken rule, formula: 78.62 meV
E1 mistaken rule, ribbon: 75.84 meV
relieved bond-strain fraction (rough): 0.4
B with sublattice relaxation: 9.76 T
E1 with relaxation, ribbon: 99.02 meV
deformation potential (rough): 3.0 eV
drift/Fermi velocity ratio b: 0.350
E1-E0 with scalar, formula: 115.91 meV
E1-E0 with scalar, ribbon: 116.96 meV
thermal energy at 300 K: 25.85 meV
E1/kT at 300 K: 4.95
edge strain W/(2R): 6.01 %
fracture strain (rough): 20 %
bending stiffness D (rough): 1.5 eV
sheet stiffness Y (rough): 2122 eV/nm^2
free-sheet buckling strain: 7.7e-04 %
K.b/(2 pi) for shortest b along x: 0.6667
```
